\section*{Stability of the static saddle path and the tunnelling crossover temperature}

\section*{Setting}

An atom hopping between two sites in a solid crosses a saddle of the potential energy. At high temperature it passes over the saddle; at low temperature it tunnels. This problem finds the temperature at which the imaginary-time path resting at the saddle becomes unstable to bending, and examines what replaces it.

The nuclei move on one electronic surface, and exchange of identical nuclei is ignored. There is no friction beyond that from coordinates included explicitly. In one dimension, with $x=0$ at the barrier top,
\begin{equation}
V(x)=V_b-\tfrac12 m\omega_b^2x^2+\tfrac{a}{3}x^3+\tfrac{b}{4}x^4+\dots,\qquad \omega_b>0 .
\label{eq:V}
\end{equation}
With $\beta=1/(k_BT)$, quantum statistics weights closed imaginary-time paths, $x(0)=x(\beta\hbar)$, by $e^{-S/\hbar}$, where
\begin{equation}
S[x]=\int_0^{\beta\hbar}\left[\tfrac12 m\dot x^2+V(x)\right]d\tau .
\label{eq:S}
\end{equation}
The potential enters with a plus sign, so stationary paths obey $m\ddot x=V'(x)$, which is motion in the inverted potential. The static path $x(\tau)=0$ is stationary because $V'(0)=0$, and its action is $\beta\hbar V_b$.

\section*{(a) Fluctuations about the static path}

Expand the action to second order about $x(\tau)=0$. Which fluctuations lower it, and at what temperature does their number first change on cooling?

\textbf{Solution.} A periodic path contains only the frequencies $\nu_n=2\pi n/(\beta\hbar)$:
\begin{equation}
x(\tau)=c_0+\sqrt2\sum_{n\ge1}\left(c_n\cos\nu_n\tau+s_n\sin\nu_n\tau\right).
\end{equation}
Different modes are orthogonal, and $\cos^2$ and $\sin^2$ each average to $1/2$, which the factor $\sqrt2$ compensates. Differentiation multiplies the squared amplitude by $\nu_n^2$. Hence
\begin{equation}
S=\beta\hbar V_b+\frac{\beta\hbar m}{2}\Big[-\omega_b^2c_0^2+\sum_{n\ge1}(\nu_n^2-\omega_b^2)(c_n^2+s_n^2)\Big]+\dots
\label{eq:S2}
\end{equation}
The fluctuation eigenvalues are $m(\nu_n^2-\omega_b^2)$, once for $n=0$ and twice for each $n\ge1$.

The uniform shift $c_0$ lowers the action at every temperature: it moves the whole path off the saddle. The static path is therefore never a minimum, and ``loss of stability'' can refer only to non-uniform fluctuations. For these, bending the path costs kinetic action $\propto\nu_n^2$ and gains potential action $\propto\omega_b^2$. The smallest cost belongs to $n=1$, and cost and gain balance at $\nu_1=2\pi k_BT/\hbar=\omega_b$, that is, at
\begin{equation}
T_c=\frac{\hbar\omega_b}{2\pi k_B}.
\label{eq:Tc}
\end{equation}
Above $T_c$ there is one negative eigenvalue. Just below it there are three, because the cosine and sine modes change sign together. Since $\nu_n/\omega_b=nT/T_c$, a further pair turns negative at each $T_c/n$. In the classical limit $\hbar\to0$, $T_c\to0$.

\section*{(b) Several coupled atoms}

Let the saddle have Hessian $H_{ij}$ and masses $m_i$, with one unstable normal mode and all others stable. Which frequency enters $T_c$, and what happens if the neighbours are held fixed?

\textbf{Solution.} With $y_i=\sqrt{m_i}\,x_i$ the kinetic term becomes $\frac12\sum_i\dot y_i^2$, and the potential matrix becomes $D_{ij}=H_{ij}/\sqrt{m_im_j}$. An orthogonal rotation diagonalizes $D$ without changing the kinetic term. Each normal mode, with eigenvalue $\lambda_j$ of $D$, then has fluctuation eigenvalues $\nu_n^2+\lambda_j$. For $\lambda_j>0$ these are positive at every $n$, so stable modes give no sign change. The unstable mode, $\lambda_1=-\omega_b^2$, repeats part (a). Equation~\eqref{eq:Tc} holds with the imaginary normal-mode frequency of the full mass-weighted Hessian.

If only coordinate 1 may move, the curvature is $D_{11}$. The lowest eigenvalue is the minimum of $\mathbf e^{T}D\,\mathbf e$ over unit vectors, and $D_{11}$ is its value for one particular vector, so
\begin{equation}
-\omega_b^2\le D_{11}\quad\Longrightarrow\quad -\frac{H_{11}}{m_1}\le\omega_b^2 .
\end{equation}
Freezing the neighbours at the same saddle cannot raise the predicted $T_c$. The bound does not cover neighbours frozen at another geometry, such as that of the well: the curvature is then taken at a different point and can be larger.

In a two-coordinate model with the closed path cut into $P=128$ slices, one negative mode is found at $1.1\,T_c$ and three at $0.9\,T_c$. The sign change occurs at $1.000100$ times the formula. The excess comes from the slicing, which replaces $\nu_1$ by $(2P/\beta\hbar)\sin(\pi/P)$ and so raises the crossing by the factor $(\pi/P)/\sin(\pi/P)\simeq1+\pi^2/(6P^2)=1.0001$. In this model the frozen frequency is $0.982$ of the full one.

\section*{(c) What the rate shows at this temperature}

For a purely parabolic barrier, find the factor by which quantum transmission multiplies the classical thermal flux. Relate it to the eigenvalues in (a), and include the zero-point motion in a harmonic well of frequency $\omega_0$.

\textbf{Solution.} Let $\varepsilon=E-V_b$, $\eta=\varepsilon/(\hbar\omega_b)$ and $\xi=x\sqrt{m\omega_b/\hbar}$. The Schr\"odinger equation is $\psi''+(\xi^2+2\eta)\psi=0$, whose solutions at large $|\xi|$ behave as $\xi^{\pm i\eta-1/2}e^{\pm i\xi^2/2}$. For a particle incident from the left, the wave on the far right is $t\,\xi^{i\eta-1/2}e^{i\xi^2/2}$.

Continue it through the upper half of the complex $\xi$ plane to negative $\xi=|\xi|e^{i\pi}$. In the second quadrant this exponential dominates the other one, so its coefficient is unaffected by the incident wave that also appears there. On the left it is the reflected wave, with amplitude $r=t\,e^{i\pi(i\eta-1/2)}=-i\,t\,e^{-\pi\eta}$. Flux conservation, $|r|^2+|t|^2=1$, gives
\begin{equation}
P(\varepsilon)=|t|^2=\frac{1}{1+e^{-2\pi\varepsilon/(\hbar\omega_b)}} .
\end{equation}

The classical flux has $P=1$ for $\varepsilon>0$ and zero otherwise, for which $\beta\int_0^\infty e^{-\beta\varepsilon}d\varepsilon=1$. The quantum factor is therefore, with $y=\beta\varepsilon$ and $s=2\pi/(\beta\hbar\omega_b)=T/T_c$,
\begin{equation}
f=\int_{-\infty}^{\infty}\frac{e^{-y}}{1+e^{-sy}}\,dy
=\frac1s\int_0^\infty\frac{z^{1/s-1}}{1+z}\,dz ,\qquad z=e^{-sy}.
\end{equation}
Call the last integral $I$ and put $p=1/s$. A contour around the positive axis encloses the pole at $z=e^{i\pi}$ and gives $(1-e^{2\pi ip})I=-2\pi i\,e^{i\pi p}$, so $I=\pi/\sin\pi p$ for $0<p<1$. With $u=\beta\hbar\omega_b=2\pi/s$,
\begin{equation}
f=\frac{u/2}{\sin(u/2)}\qquad(T>T_c).
\label{eq:f}
\end{equation}

The product formula $\sin z=z\prod_{n\ge1}[1-z^2/(n\pi)^2]$ at $z=u/2$, together with $u/(2\pi n)=\omega_b/\nu_n$, turns this into
\begin{equation}
f=\prod_{n\ge1}\frac{\nu_n^2}{\nu_n^2-\omega_b^2}.
\end{equation}
This is the product of the Gaussian integrals over the non-uniform modes, relative to a free particle: each mode contributes an inverse square root, and there are two modes per $n$. The factor $n=1$ diverges at $T_c$.

The energy integral shows why. Far below the top the integrand tends to $e^{(s-1)y}$, so contributions die out over a depth $k_BT/(s-1)$. At $s=1$ the Boltzmann weight grows downwards as fast as the transmission falls, and the parabola supplies arbitrarily deep energies. A real barrier has a floor, so the divergence belongs to the quadratic approximation.

The thermal rate is the flux divided by the partition function of the well. Measured from the well bottom, this is $Z=\sum_{n\ge0}e^{-(n+1/2)u_0}=1/[2\sinh(u_0/2)]$ with $u_0=\beta\hbar\omega_0$. Its classical value is $1/u_0$. The well thus multiplies the classical rate by
\begin{equation}
w=\frac{\sinh(u_0/2)}{u_0/2},
\label{eq:w}
\end{equation}
which for large $u_0$ tends to $e^{\beta\hbar\omega_0/2}/u_0$. The exponential is the lowering of the barrier by the zero-point energy of the well. This factor is smooth at $T_c$.

\section*{(d) The action beyond quadratic order}

Near $T_c$ the first mode is soft, and higher terms decide its amplitude. Write $\nu=\nu_1$ and find the action to fourth order in the amplitude $A$ of that mode.

\textbf{Solution.} Choose the origin of $\tau$ so that the first harmonic is a cosine. The cubic term of $V$ gives a force quadratic in $x$, which drives a shift and a second harmonic, both of order $A^2$:
\begin{equation}
x=X_0+A\cos\nu\tau+X_2\cos2\nu\tau .
\end{equation}
A third harmonic is of order $A^3$ and affects the action at order $A^6$, as do terms of $V$ beyond $x^4$. Let angle brackets denote the average over one period. The averages needed are
\begin{align}
\tfrac m2\langle\dot x^2\rangle&=\tfrac m4\nu^2A^2+m\nu^2X_2^2,\\
\langle x^2\rangle&=X_0^2+\tfrac12A^2+\tfrac12X_2^2,\\
\langle x^3\rangle&=\tfrac32X_0A^2+\tfrac34X_2A^2+O(A^6),\\
\langle x^4\rangle&=\tfrac38A^4+O(A^6).
\end{align}
With $k=m\omega_b^2$, and $\nu=\omega_b$ inserted in the $X_2^2$ term, where the difference is of higher order,
\begin{align}
\frac{S}{\beta\hbar}={}&V_b+\tfrac m4(\nu^2-\omega_b^2)A^2-\tfrac k2X_0^2+\tfrac a2A^2X_0\nonumber\\
&+\tfrac{3k}4X_2^2+\tfrac a4A^2X_2+\tfrac{3b}{32}A^4 .
\end{align}
Stationarity in $X_0$ and $X_2$ gives $X_0=aA^2/(2k)$ and $X_2=-aA^2/(6k)$. Substitution yields $+a^2A^4/(8k)$ from the shift and $-a^2A^4/(48k)$ from the second harmonic. Their sum is $5a^2A^4/(48k)$, so
\begin{equation}
\frac{S}{\beta\hbar}=V_b+\frac m4(\nu^2-\omega_b^2)A^2+BA^4,\qquad
B=\frac{3b}{32}+\frac{5a^2}{48\,m\omega_b^2}.
\label{eq:B}
\end{equation}
Asymmetry of the barrier increases $B$ whatever the sign of $a$.

\section*{(e) The path that takes over}

Find the non-uniform stationary path near $T_c$, its action and its stability for either sign of $B$. How close to $T_c$ does the quadratic treatment fail?

\textbf{Solution.} Setting the derivative of \eqref{eq:B} with respect to $A$ to zero, with $A\ne0$, gives
\begin{equation}
A^2=\frac{m(\omega_b^2-\nu^2)}{8B},\qquad
\frac{\Delta S}{\beta\hbar}=-\frac{m^2(\omega_b^2-\nu^2)^2}{64B},
\label{eq:gain}
\end{equation}
where $\Delta S$ is measured from the static path.

For $B>0$ the new path requires $\nu<\omega_b$, hence $T<T_c$. Its amplitude grows continuously from zero and its action is lower. The second derivative of \eqref{eq:B} at the new path is $\frac m2(\nu^2-\omega_b^2)+12BA^2=8BA^2>0$. The amplitude direction has become stable. The phase direction has eigenvalue zero, because shifting the origin of $\tau$ costs nothing, and the uniform mode stays negative. The path therefore has one unstable direction, as the static path had above $T_c$. The sign of $B$ is a local criterion: a barrier with $B>0$ but steep flanks can still have a large-amplitude path of lower action well above $T_c$, so the period must be checked at all amplitudes, as in (f).

For $B<0$ the small-amplitude path exists above $T_c$ and has higher action than the static one. No nearby path then takes over on cooling. A distant path of lower action may already exist above $T_c$, and it has to be searched for in the full potential. Equation~\eqref{eq:Tc} remains the local stability limit but need not be the temperature at which tunnelling takes over.

The quadratic treatment needs the quartic term to be small on the scale of the Gaussian fluctuations. Let $\delta=|1-T/T_c|$, so that $m|\nu^2-\omega_b^2|/4\simeq m\omega_b^2\delta/2$. Above $T_c$ the typical amplitude is $A^2\sim2k_BT/(m\omega_b^2\delta)$, for which $\beta BA^4\sim4Bk_BT/(m\omega_b^2\delta)^2$. Below $T_c$, \eqref{eq:gain} gives $|\Delta S|/\hbar\simeq(m\omega_b^2\delta)^2/(16Bk_BT)$. The same combination controls both sides. Taking $|\Delta S|=\hbar$ as the criterion gives the relative width
\begin{equation}
\delta_c\simeq\frac{4\sqrt{Bk_BT_c}}{m\omega_b^2}\qquad(B>0).
\label{eq:width}
\end{equation}
Within it the divergent factor \eqref{eq:f} must not be used. This is an order-of-magnitude criterion: above $T_c$ the quartic term at $\delta=\delta_c$ is still $\beta BA^4\sim1/4$, so \eqref{eq:f} becomes accurate only well outside this range.

\section*{(f) A diffusion hop}

Apply these results to $V=\frac{V_0}2(1+\cos\kappa x)$ with $\kappa=2\pi/d$, barrier $V_0=0.5$ eV, hop length $d=2.5$ \AA, and masses of 1 u and 16 u. These are round model parameters.

\textbf{Solution.} Expanding the cosine gives $V=V_0-\frac14V_0\kappa^2x^2+\frac1{48}V_0\kappa^4x^4+\dots$, so
\begin{equation}
m\omega_b^2=\tfrac12V_0\kappa^2,\quad a=0,\quad b=\tfrac1{12}V_0\kappa^4,\quad B=\tfrac1{128}V_0\kappa^4>0 .
\end{equation}
Thus $\omega_b=\kappa\sqrt{V_0/(2m)}$, and the well has the same frequency. For 1 u, $\omega_b=1.234\times10^{14}$ rad/s and $\hbar\omega_b=81.25$ meV, so $k_BT_c=81.25/(2\pi)=12.93$ meV and $T_c=150$ K. For 16 u the frequency is four times smaller and $T_c=37.5$ K.

\textit{Above $T_c$, mass 1 u.} At $2T_c=300$ K, $f=1.571$ and $w=1.465$. Their product, $2.30$, is the enhancement of the classical rate in the harmonic-well, parabolic-barrier approximation. In this one-dimensional model quantum motion thus matters well above the crossover, and the well contributes almost as much as the barrier. A hop in a solid also has transverse modes, each contributing the ratio of \eqref{eq:w} at the well to \eqref{eq:w} at the saddle; two such modes stiffening from 81 to 120 meV would reduce the product from $2.30$ to $1.05$. At $1.05\,T_c$ the formula gives $f=20.1$, but the depth from (c) is then $k_BT/0.05=20\times13.6$ meV $\simeq0.27$ eV. That is more than half the barrier, where the parabola no longer represents the cosine, so this value is not a usable prediction.

\textit{Below $T_c$, mass 1 u.} At $0.8\,T_c=120$ K the first pair has eigenvalue $(0.8^2-1)\,m\omega_b^2=-0.36\,m\omega_b^2$, while the second pair is still positive. For this barrier $m^2\omega_b^4/(64B)=V_0/2$, so \eqref{eq:gain} gives
\begin{equation}
\frac{|\Delta S|}{\hbar}\simeq\frac{V_0}{2k_BT}\left(1-0.8^2\right)^2=\frac{250}{10.34}\times0.1296=3.13 .
\end{equation}
Numerical solution of the equation of motion gives $3.47$; the quartic estimate is 10\% below it. The exponent falls from $48.33$ to $44.86$, which alone raises the rate by $e^{3.47}\simeq32$. This is not the full enhancement: thermally averaging the exact transmission through one cosine hump gives a barrier factor near 780 at this temperature, and the well contributes a further factor of about 6. The path swings between $\pm0.715$ \AA, whereas the well bottoms lie at $\pm1.25$ \AA. It has one negative mode and one zero mode, as found in (e).

\textit{Large amplitudes.} With $\varphi=\kappa x$ the equation of motion is $\ddot\varphi=-\omega_b^2\sin\varphi$, that of a pendulum. Its first integral is $\dot\varphi^2=4\omega_b^2[q^2-\sin^2(\varphi/2)]$, where $q=\sin(\varphi_{\max}/2)$. Substituting $\sin(\varphi/2)=q\sin\chi$ gives the period
\begin{equation}
\beta\hbar=\frac4{\omega_b}\int_0^{\pi/2}\frac{d\chi}{\sqrt{1-q^2\sin^2\chi}}>\frac{2\pi}{\omega_b}\qquad(0<q<1).
\end{equation}
An oscillating path of any amplitude therefore requires $T<T_c$, and a path making several oscillations in $\beta\hbar$ requires a still lower temperature. For this barrier no distant path pre-empts the local instability.

\textit{Width.} Equation~\eqref{eq:width} reduces to $\delta_c=\sqrt{k_BT_c/(2V_0)}=\sqrt{0.01293}=0.114$. The numerical path gains one $\hbar$ at 133.5 K, a relative depth of $0.110$. For 1 u the scale of the crossover region is thus about 17 K. Above $T_c$ the error of \eqref{eq:f} extends further: against the exact transmission through one cosine hump it is 36\% too high at $(1+\delta_c)T_c$ and 15\% too high at $1.2\,T_c$. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Barrier height: 0.500 eV
Hop length: 2.500 angstrom
Mass 1 u: omega_b = 1.2344e+14 rad/s
Mass 1 u: hbar*omega_b = 81.25 meV
Mass 1 u: Tc = 150.06 K
Mass 16 u: omega_b = 3.0859e+13 rad/s
Mass 16 u: hbar*omega_b = 20.31 meV
Mass 16 u: Tc = 37.51 K
Mass 1 u: kB*Tc = 12.931 meV
Mass 1 u: well zero-point energy = 40.62 meV
T/Tc = 1.20: T = 180.07 K
  mode n=0: eigenvalue/(m omega_b^2) = -1.0000
  mode n=1: eigenvalue/(m omega_b^2) = 0.4400
  mode n=2: eigenvalue/(m omega_b^2) = 4.7600
T/Tc = 0.80: T = 120.04 K
  mode n=0: eigenvalue/(m omega_b^2) = -1.0000
  mode n=1: eigenvalue/(m omega_b^2) = -0.3600
  mode n=2: eigenvalue/(m omega_b^2) = 1.5600
T/Tc = 2.00: T = 300.11 K, barrier factor = 1.5708, well factor = 1.4651
T/Tc = 1.20: T = 180.07 K, barrier factor = 5.2360, well factor = 2.6041
T/Tc = 1.05: T = 157.56 K, barrier factor = 20.0748, well factor = 3.3214
Path at 0.8 Tc: turning point = 0.7154 angstrom
Path at 0.8 Tc: static action/hbar = 48.334
Path at 0.8 Tc: path action/hbar = 44.864
Path at 0.8 Tc: action gain/hbar = 3.471
Path at 0.8 Tc: quartic estimate of gain/hbar = 3.132
Path at 0.8 Tc: negative modes = 1, zero modes = 1
Gain equals hbar at T = 133.49 K
Gain equals hbar at 1 - T/Tc = 0.1104
Estimated relative width = 0.1137
Two-coordinate model: negative modes at 1.1 Tc = 1
Two-coordinate model: negative modes at 0.9 Tc = 3
Two-coordinate model: Tc found/formula = 1.000100
Two-coordinate model: frozen/full omega_b = 0.9818
\end{verbatim}
